\section*{CROP: why three optimised vectors suffice for symmetric linear equations, part 2}

Solve $Ax=g$ for a real nonsingular $n\times n$ matrix $A$. Here $r=g-Ax$, $M$ is symmetric positive definite, $z=M^{-1}r$, $B=M^{-1}A$, $\|u\|^2=\langle u,u\rangle$ with $\langle u,v\rangle=u^TM^{-1}v$, and $K_k=\mathrm{span}\{z_0,Bz_0,\dots,B^{k-1}z_0\}$. A step forms the trial $t_{k+1}=x_k+sz_k$ at one product with $A$; $x_{k+1}$ is the combination of stored vectors and trial, $\sum c_i=1$, of least residual norm, where
\begin{equation}
g-A\sum c_iy_i=\sum c_i\,(g-Ay_i)=\sum c_i\,r(y_i).
\label{lin}
\end{equation}
DIIS($m$) stores raw trials, CROP($m$) the optima; $m$ counts the trial, ``full'' discards nothing. Let $\rho_k=\langle r_k,Az_k\rangle$, $\sigma_k=\|Az_k\|^2$, $d_j=x_{j+1}-x_j$, $w_j=M^{-1}Ad_j$.

With full history and $\rho_j\ne0$ for $j<k$, $x_k$ minimises $\|r\|$ on $x_0+K_k$, and $x_{k+1}=x_k+\eta z_k+\sum_{j<k}\beta_jd_j$, where, for $i<j$ in \eqref{orth},
\begin{equation}
\langle r_k,Av\rangle=0\quad\text{for all }v\in K_k .
\label{opt}
\end{equation}
\begin{equation}
\langle Ad_i,Ad_j\rangle=\langle Ad_i,r_j\rangle-\langle Ad_i,r_{j+1}\rangle=0 .
\label{orth}
\end{equation}
\begin{align}
\beta_j\|Ad_j\|^2&=-\eta\,\langle Ad_j,Az_k\rangle,\label{nb}\\
\eta\,\sigma_k+\sum_{j<k}\beta_j\langle Ad_j,Az_k\rangle&=\rho_k .\label{ne}
\end{align}
Three conditions: $A=A^T$; the norm uses the trial's $M$; $\rho_j\ne0$ for $j\le k$. Under them
\begin{equation}
\langle Ad_j,Az_k\rangle=w_j^TAz_k=(Aw_j)^Tz_k=(Aw_j)^TM^{-1}r_k=\langle Aw_j,r_k\rangle .
\label{sym}
\end{equation}
so $\beta_j=0$ for $j\le k-2$ and, in exact arithmetic, CROP($m\ge3$) gives the $x_{k+1}=x_k+\eta_kz_k+\beta_kd_{k-1}$ of full CROP and full DIIS for every $s$, with $\eta_0=\rho_0/\sigma_0$, $\beta_0=0$, and weights \eqref{w} on $x_{k-1},x_k,t_{k+1}$:
\begin{equation}
\|Ad_k\|^2=\langle Ad_k,r_k\rangle=\eta_k\rho_k,\qquad
\|r_{k+1}\|^2=\|r_k\|^2-\eta_k\rho_k ,
\label{drop}
\end{equation}
\begin{equation}
\eta_k=\frac{\rho_k}{\sigma_k-\rho_k^2/(\eta_{k-1}\rho_{k-1})},\qquad
\beta_k=\frac{\eta_k\rho_k}{\eta_{k-1}\rho_{k-1}},
\label{closed}
\end{equation}
\begin{equation}
(c_{k-1},\,c_k,\,c_t)=\bigl(-\beta_k,\;1+\beta_k-\eta_k/s,\;\eta_k/s\bigr).
\label{w}
\end{equation}
For positive definite $A$, with the spectrum of $B$ in $[\lambda_-,\lambda_+]$ and $T_k$ the Chebyshev polynomial,
\begin{equation}
\frac{\|r_k\|}{\|r_0\|}\le\frac{1}{T_k\!\left(\frac{\kappa+1}{\kappa-1}\right)},\qquad\kappa=\frac{\lambda_+}{\lambda_-}.
\label{cheb}
\end{equation}

Example: Hartree--Fock polarizability $\alpha_{zz}=4e^2g^TA^{-1}g$ of NaCl (electron charge $-e$), $R=2.36\times10^{-8}$ cm, cc-pVDZ on Na, aug-cc-pVDZ on Cl; $n=434$, and $g$ couples to 109 excitations. Lengths are in $a_0=5.291772\times10^{-9}$ cm, energies in $E_h=e^2/a_0$, $\alpha$ in $a_0^3$. $M=\mathrm{diag}(\varepsilon_a-\varepsilon_i)$ (orbital-energy gaps), $\lambda_-=0.5131$, $\lambda_+=1.3746$, $\kappa=2.679$, $x_0=0$, $s=1$, $\|r_0\|^2=5.66116\,a_0^2/E_h$. The estimate $\alpha_k=4e^2(g^Tx_k+x_k^Tr_k)$ is low by between $4e^2\|r_k\|^2/\lambda_+$ and $4e^2\|r_k\|^2/\lambda_-$. Here $\eta_0=0.957204$; for $k=1,2$ the weights \eqref{w} are $(-0.09665,-0.11408,1.21073)$ and $(-0.03757,-0.13000,1.16758)$.

The values of $\|r_k\|/\|r_0\|$ continue as follows; the CROP(3) column equals the minimum over $x_0+K_k$, computed separately by least squares, to the digits shown.
\begin{center}
\begin{tabular}{rllll}
$k$&CROP(3)&DIIS(3)&CROP(2)&bound \eqref{cheb}\\
3&$1.756\times10^{-2}$&$1.830\times10^{-2}$&$4.114\times10^{-2}$&$2.816\times10^{-2}$\\
6&$1.065\times10^{-4}$&$5.451\times10^{-4}$&$2.967\times10^{-3}$&$3.966\times10^{-4}$\\
10&$4.069\times10^{-8}$&$7.570\times10^{-6}$&$1.085\times10^{-4}$&$1.349\times10^{-6}$
\end{tabular}
\end{center}
The direct solution is $\alpha_{zz}=26.5780891\,a_0^3$, digits that serve to follow convergence. At $k=4$, $\alpha_4=26.5774919\,a_0^3$, an error of $5.97\times10^{-4}a_0^3$. There $4\|r_4\|^2=22.6446\times(4.185\times10^{-3})^2=3.97\times10^{-4}$, so the error is bracketed by $3.97\times10^{-4}/1.3746=2.9\times10^{-4}$ and $3.97\times10^{-4}/0.5131=7.7\times10^{-4}$, in $a_0^3$. Differentiating self-consistent dipoles in finite fields gives $26.5779\,a_0^3$, tested against the direct solution to $5\times10^{-5}$ relative to it. The result is
\begin{equation*}
\alpha_{zz}\approx26.6\,a_0^3=3.94\times10^{-24}\ \text{cm}^3 ,
\end{equation*}
a mean-field value at fixed nuclei in a small basis, without correlation, vibration, relativity or basis-set completeness. The basis error is large: at the same geometry cc-pVTZ/aug-cc-pVTZ gives $27.9$, def2-TZVPPD $28.4$ and cc-pVQZ/aug-cc-pVQZ (density fitted) $28.1\,a_0^3$, a shift of 5 to 7\%, so the second digit is not converged. The numerical check asserts the orthogonality, the couplings and the closed form over the first eight steps, where $\|r_k\|>10^{-6}\|r_0\|$, the bound over ten steps, and the failures below.

\section{Choosing the settings}

\subsection*{Storage rule}

In exact arithmetic and under the three conditions, truncation to $m\ge3$ costs nothing for optimal storage, and the loss for raw storage can be computed. DIIS(3) is still optimal for $x_1$ and $x_2$, and then seeks $x_3$ in the plane of $t_1,t_2,t_3$. The four points $x_0,t_1,t_2,t_3$ generate the three-dimensional set $x_0+K_3$, so the optimum has unique weights on them, and the plane contains it if and only if the weight of $x_0$ vanishes. Let $\omega_k$ be that weight in $x_k$, with $\omega_0=1$. Trials carry none, so \eqref{w} gives
\begin{equation}
\omega_{k+1}=-\beta_k\,\omega_{k-1}+(1+\beta_k-\eta_k/s)\,\omega_k .
\end{equation}
For NaCl with $s=1$,
\begin{align*}
\omega_1&=0.04280,\\
\omega_2&=-0.09665-0.11408\times0.04280=-0.10153,\\
\omega_3&=-0.03757\times0.04280+0.13000\times0.10153=0.0116 .
\end{align*}
The weight is not zero, so DIIS(3) misses the optimum. Its residual differs from $r_3$ by $Av$ with $v\in K_3$, which is orthogonal to $r_3$ by \eqref{opt}. The computed difference is $0.292\,\|r_3\|$, which implies a norm larger by $\sqrt{1+0.292^2}=1.042$, matching $1.830/1.756$. Every truncated variant stays inside $x_0+K_k$, so none has a smaller $\|r_k\|$ than CROP(3) under the three conditions. To reach $10^{-8}\|r_0\|$, CROP(3) and full CROP need 11 products, DIIS(5) 14 and DIIS(3) 17. Where the three conditions hold and $m\ge3$ entries can be stored, optimal storage is the one to take.

\subsection*{Subspace size}

For $m=2$ the term $\beta_kd_{k-1}$ is missing, although $\beta_k>0$ by \eqref{drop} and \eqref{closed}. Each step is then a fresh one-dimensional minimisation, bounded by \eqref{cheb} with $k=1$, a factor $(\kappa-1)/(\kappa+1)=0.4564$ per step for NaCl. The last ratio seen is $1.085\times10^{-4}/2.460\times10^{-4}=0.441$, and 22 products are needed. In exact arithmetic $m=3$ attains the optimum and larger $m$ adds nothing. Each stored entry is a pair $(x,r)$, so $m=3$ holds six vectors of length $n$.

\subsection*{Step length}

In exact arithmetic the iterates of CROP(3) do not depend on $s$. In floating point a very small $|s|$ loses digits, because the direction $sz_k$ is recovered as the difference $t_{k+1}-x_k$. For moderate $s$ no tuning is needed here: the run with $s=0.3$ agrees with the Krylov minimum to $2\times10^{-15}\|r_0\|$ over ten steps. For truncated DIIS, $s$ enters $\omega_k$ and moves the search plane. The DIIS(3) residuals for $s=0.3$ and $s=1$ differ by up to 50 times the current residual of the $s=1$ run.

\subsection*{Norm and preconditioner}

If trials use $M^{-1}r$ but the Euclidean length of $r$ is minimised, the substitution $y=Mx$ turns the scheme into the unpreconditioned one for the matrix $AM^{-1}$. Its transpose is $M^{-1}A$, so it is symmetric if and only if $A$ commutes with $M$. Otherwise \eqref{sym} is unavailable and nothing forces the old weights to zero. For NaCl, full CROP in the Euclidean norm gives $x_0$ the weight $-6.7\times10^{-3}$ in $x_3$, and within ten steps CROP(3) departs from the Euclidean optimum by up to 11.5 times the optimal residual. With a diagonal $M$ the cure is to weight each squared residual component by $1/M_{ii}$. The entries must be positive for this to be a norm, and $M$ must stay fixed, because $K_k$ is built from one operator $B$.

\subsection*{Nonsymmetric matrices}

Equations \eqref{opt} and \eqref{orth} survive, and full CROP remains optimal while $\rho_k\ne0$, but the second equality of \eqref{sym} fails. In rational arithmetic on a symmetric indefinite $6\times6$ matrix with $M=1$, all old weights are zero, CROP(3) equals full CROP, and the residual vanishes after six steps. Changing one off-diagonal element gives $x_0$ the weight $0.06553$ in $x_3$. For a random $60\times60$ nonsymmetric case CROP(3) deviates from the optimum by up to 1.37 times the optimal residual in twelve steps, against $6\times10^{-13}$ for a symmetric case with dense $M$. For a general nonsymmetric matrix $m=3$ carries no guarantee. Symmetry is sufficient, not necessary: for $M=1$ and $A=aI+S$ with $S^T=-S$, $A^T=2aI-A$ and \eqref{opt} again make the old couplings vanish.

\subsection*{Indefinite matrices}

The proof needs $\rho_k\ne0$, not definiteness, as the $6\times6$ case shows. If $\rho_k=0$ while $\rho_j\ne0$ for $j<k$, so that $x_k$ is the minimiser on $x_0+K_k$, take \eqref{nb} times $\beta_j$ summed over $j$ and \eqref{ne} times $\eta$. Their sum is $\|\eta Az_k+\sum\beta_jAd_j\|^2=\eta\rho_k=0$, so $x_{k+1}=x_k$. The next trial repeats the last. For CROP with $m\ge3$ and for full DIIS, whose $x_k$ is that minimiser and stays in the search set, a larger subspace does not help. The argument does not cover CROP(2): it also stalls where its own $\rho_k$ vanishes, but its $x_k$ is in general not optimal on $x_0+K_k$, so the vectors it discarded can still lower the residual. For $A=\mathrm{diag}(1,-1)$, $M=1$, $g=(1,1)^T$ and $x_0=0$, $\rho_0=1-1=0$ and $x_1=x_0$, although the solution $(1,-1)^T=Ag$ lies in $K_2$. Truncated DIIS can leave such a point once it has discarded the vectors that generate it, at the price of a larger residual. In this example with $m=2$ and $s=1$, $t_1=t_2=(1,1)^T$ forces $x_2=(1,1)^T$ with $r_2=(0,2)^T$, and the line through $t_2$ and $t_3=(1,3)^T$ contains the solution. The theory above gives no guarantee of such an escape. With optimal storage and $m\ge3$, or with a full history, a residual that stops falling because $\rho_k=0$ calls for a new direction outside the space already searched, the span of $K_k$ and $z_k$, such as $Bz_k$ in this example, and not for a longer history.

\subsection*{Rounding and thresholds}

The trial residual can be formed as $r_k-sAz_k$ or as $g-At_{k+1}$, at one product each. The first, used here, has terms of norm $\|r_k\|$ and at most $|s|\lambda_+\|r_k\|$, which shrink with the residual, but it never refers back to $g$, so the residual it propagates can drift from the true one and has to be checked. The residuals so propagated were tested against $g-Ax_k$ to $10^{-11}a_0$ in Euclidean length over ten steps. Over those steps CROP(3) matches the Krylov minimum to $2\times10^{-15}\|r_0\|$, and to $2\times10^{-10}\|r_k\|$ over the first eight.

Long runs show a loss. Without a preconditioner CROP(3) takes 98 products and full CROP 93 to reach $10^{-8}$ of the initial residual, where exact arithmetic would give equal counts; the CROP(3) count, and its cosine quoted next, themselves depend on rounding. The largest cosine between two different $Ad_j$, zero by \eqref{orth}, reaches $0.57$ for CROP(3) and $3.5\times10^{-9}$ for full CROP. Full CROP imposes orthogonality to every stored direction at each step, while CROP(3) imposes it on two directions and inherits the rest from \eqref{sym}. The five extra products are a rounding effect: in the eigenbasis of $A$ the conjugate residual recurrence needs 98 products with 16 digits and 93 with 80 digits. The 93 is not the ideal count either. Restricted to the 109 modes that symmetry lets $g$ excite, the recurrence needs 73 products with 80 digits; the rest come from components below $10^{-9}\|g\|$ in the other modes, which a full history does not remove. The preconditioner, 11 products in the $M^{-1}$ norm against 98 in the Euclidean norm, matters far more here than history beyond three entries, 93 against 98.

For a property evaluated as $\alpha_k$, the threshold follows from the quadratic error. With $x_0=0$ the error is at most $4e^2\|r_0\|^2\tau^2/\lambda_-$ at $\|r_k\|=\tau\|r_0\|$. For NaCl this bound is $22.6446\,\tau^2/0.5131=44\,\tau^2\,a_0^3$, so $\tau=10^{-3}$, passed at step 5, guarantees $\alpha_{zz}$ to $4.4\times10^{-5}a_0^3$, far below the error of the model.

\subsection*{Nonlinear equations}

For self-consistent-field or amplitude equations, and for eigenvalue problems whose shift is updated each step, the residual is not an affine function of $x$ with fixed $A$. Equation \eqref{lin} then fails, the stored combination is no longer the residual of the stored vector, and the theorem makes no statement about the subspace size.

\section*{Values computed for the example and the checks}
\begin{verbatim}
exact 6x6: steps to zero residual 6, nonzero old weights 0
exact 6x6 nonsymmetric: weight of x0 in x3 = 0.06553
diag(1,-1): rho0 = 0.0, |x1-x0| = 0.0, Krylov-2 residual 0e+00
random n=60, 12 steps, CROP3 vs Krylov: sym 5.9e-13, nonsym 1.37e+00
a0 = 5.291772e-09 cm, R = 2.36e-08 cm
basis 45, occupied 14, virtual 31, dimension 434, E(RHF) = -621.438334 Eh
orbital gaps 0.3345 to 106.31 Eh
eig(A) 0.1968 to 105.75 Eh, kappa(A) = 537.4
eig(M^-1 A) 0.5131 to 1.3746, kappa = 2.679
|r0|^2 = 5.66116 a0^2/Eh, uncoupled alpha = 22.6446 a0^3
steps run 10, final |r|/|r0| = 4.07e-08, steps above 1e-6: 8
CROP3 vs Krylov: dev/|r_k| (8 steps) 2.1e-10, dev/|r0| (10 steps) 2.0e-15
CROP full vs Krylov: dev/|r_k| (8 steps) 2.0e-10, dev/|r0| (10 steps) 2.0e-15
DIIS full vs Krylov: dev/|r_k| (8 steps) 2.2e-10, dev/|r0| (10 steps) 2.0e-15
CROP3 s=0.3 vs Krylov: dev/|r_k| (8 steps) 2.6e-10, dev/|r0| (10 steps) 1.9e-15
max dev/|r_k|, 10 steps, CROP2: 2.67e+03
max dev/|r_k|, 10 steps, DIIS3: 1.86e+02
max dev/|r_k|, 10 steps, DIIS3 s=0.3 vs s=1: 4.99e+01
max dev/|r_k|, 10 steps, CROP3 Euclidean: 1.15e+01
DIIS3 dev/|r_k| at step 3: 2.92e-01
weight of x0 in x3, full CROP: M^-1 norm -5.2e-17, Euclidean -6.741e-03
largest old weight in full CROP, 8 steps: 9.4e-17
k  rho[a0^2/Eh]  sigma[a0^2/Eh]  eta  beta  c(k-1) c(k) c(t)
0 5.37359e+00 5.61384e+00 0.95720 0.00000 -0.00000 0.04280 0.95720
1 4.10593e-01 3.71905e-01 1.21073 0.09665 -0.09665 -0.11408 1.21073
2 1.59964e-02 1.42153e-02 1.16758 0.03757 -0.03757 -0.13000 1.16758
3 1.65340e-03 1.80575e-03 0.99639 0.08821 -0.08821 0.09181 0.99639
k  |r|/|r0|: CROP3  Krylov  DIIS3  CROP2  Chebyshev bound;  alpha_k[a0^3]
 1 3.024e-01 3.024e-01 3.024e-01 3.024e-01 4.564e-01 23.6570867
 2 6.006e-02 6.006e-02 6.006e-02 1.065e-01 1.162e-01 26.4614597
 3 1.756e-02 1.756e-02 1.830e-02 4.114e-02 2.816e-02 26.5693433
 4 4.185e-03 4.185e-03 6.139e-03 1.665e-02 6.801e-03 26.5774919
 5 6.285e-04 6.285e-04 1.642e-03 6.955e-03 1.642e-03 26.5780759
 6 1.065e-04 1.065e-04 5.451e-04 2.967e-03 3.966e-04 26.5780888
 7 1.598e-05 1.598e-05 1.598e-04 1.283e-03 9.578e-05 26.5780891
 8 2.069e-06 2.069e-06 5.667e-05 5.601e-04 2.313e-05 26.5780891
 9 3.278e-07 3.278e-07 2.206e-05 2.460e-04 5.585e-06 26.5780891
10 4.069e-08 4.069e-08 7.570e-06 1.085e-04 1.349e-06 26.5780891
products with A to |r|/|r0| < 1e-08 (cap 300): {'CROP full': 11, 'CROP3': 11, 'CROP2': 22, 'DIIS3': 17, 'DIIS5': 14}
no preconditioner: CROP3 98, CROP full 93 products
no preconditioner: max |cos(A d_i, A d_j)| CROP3 5.7e-01, full 3.5e-09
finite field F = 2e-03, 4e-03 Eh/(e a0): alpha_zz = 26.5779 a0^3
alpha_zz direct solve = 26.5780891 a0^3 = 3.9385e-24 cm^3
\end{verbatim}
